# Optimal Tuning of Range Separation for Charge-Transfer Excitations

## What dimensions fix

Move one electron from a neutral donor D to a distant neutral acceptor A, with all nuclei fixed. Far apart, this costs the donor's ionization energy $I_D$ and returns the acceptor's electron affinity $A_A$. What remains is the interaction of charges $+e$ and $-e$ at distance $R$. If $R$ is much larger than either fragment, $R$ is the only length left, and in Gaussian units the only energy that can be formed from $e^2$ and $R$ is a number times $e^2/R$. Hence

$$E_{CT}(R)=I_D-A_A-c\,\frac{e^2}{R},$$

and Coulomb's law gives $c=1$. Corrections carry further powers of (fragment size)$/R$.

An approximate theory can fail in two separate ways: its orbital energies may misrepresent $I_D-A_A$, or its $c$ may be wrong. Full long-range exchange repairs $c$. Tuning brings the orbital energies close to the functional's own $I_D-A_A$. The tuning parameter $\omega$ is an inverse length, and no universal argument supplies its value: $me^2/\hbar^2$ sets the scale, but the numerical factor depends on the system.

## Two parabolas by hand

Let the donor's energy, as a function of the removed charge $x$ (in units of $e$), be

$$E_D(x)=E_D(0)+ax+\tfrac12C_Dx^2 .$$

The highest occupied orbital energy is the slope with respect to electron number (proved below), so $\varepsilon_H(D)=-dE_D/dx|_0=-a$. The ionization energy is $I_D=E_D(1)-E_D(0)=a+C_D/2$. The mismatch is

$$r_D\equiv\varepsilon_H(D)+I_D=\tfrac12C_D .$$

For the acceptor, let $f$ be the added charge and $E_A(f)=E_A(0)+bf+\tfrac12C_Af^2$. The slopes at the two ends are the lowest unoccupied level of the neutral, $\varepsilon_L(A)=b$, and the highest occupied level of the anion, $\varepsilon_H(A^-)=b+C_A$. The affinity is $A_A=E_A(0)-E_A(1)=-b-C_A/2$, so

$$r_A\equiv\varepsilon_H(A^-)+A_A=\tfrac12C_A,\qquad \varepsilon_L(A)+A_A=-\tfrac12C_A .$$

The orbital gap of the pair is therefore

$$\varepsilon_L(A)-\varepsilon_H(D)=a+b=I_D-A_A-\tfrac12(C_D+C_A).$$

Positive curvature makes the gap too small. If both curvatures vanish, the orbital gap equals the difference of total energies. Tuning seeks an $\omega$ that brings this about.

Now take numbers. The donor is Li$_2$ (bond 2.70 Å), the acceptor NaH (1.90 Å). The method is the range-separated functional LC-BLYP, defined below, in a def2-SVP basis with added diffuse functions. Self-consistent calculations give:

| $\omega$ (bohr$^{-1}$) | $r_D$ (eV) | $r_A$ (eV) |
|---|---|---|
| 0.05 | 1.438 | 0.726 |
| 0.13 | 0.629 | 0.227 |
| 0.28 | 0.043 | 0.010 |
| 0.60 | −0.177 | −0.026 |

At $\omega=0.05$ the orbital gap is 2.644 eV. The parabola model adds the missing curvature terms:

$$2.644+1.438+0.726=4.808\ \text{eV}.$$

This is the model's estimate of $I_D-A_A$ at $\omega=0.05$. The donor term is exact by the definition of $r_D$; only the acceptor term relies on the parabola. Total energies at the same $\omega$ give $I_D-A_A=5.185-0.273=4.912$ eV: the estimate lies 0.104 eV below that value, while the bare orbital gap lies 2.268 eV below it. The remainder arises because the acceptor's curvature is not constant: $-(\varepsilon_L(A)+A_A)$ is 0.830 eV, not the 0.726 eV of $r_A$. This row is sensitive to the basis. At $\omega=0.05$ the anion's highest occupied level is positive, $0.726-0.273=+0.453$ eV, so its orbital is partly held in by the basis. In a triple-zeta basis with more diffuse functions $r_A$ falls to 0.51 eV and $A_A$ rises to 0.34 eV, while $-(\varepsilon_L(A)+A_A)$ stays at 0.83 eV, so the remainder grows to about 0.3 eV.

One parameter must serve two conditions. In general they cannot both hold, so we minimize

$$J^2(\omega)=r_D^2+r_A^2 .$$

Near a reference value $\omega_0$, put $t=\ln(\omega/\omega_0)$ and approximate $r_D=r_D^0+b_Dt$ and $r_A=r_A^0+b_At$. Setting $dJ^2/dt=2(r_D^0+b_Dt)b_D+2(r_A^0+b_At)b_A=0$ gives

$$t=-\frac{r_D^0b_D+r_A^0b_A}{b_D^2+b_A^2}.$$

Use the rows 0.13 and 0.28, with $\omega_0=0.28$ and $\ln(0.28/0.13)=0.767$:

$$b_D=\frac{0.043-0.629}{0.767}=-0.764\ \text{eV},\qquad b_A=\frac{0.010-0.227}{0.767}=-0.283\ \text{eV},$$

$$t=\frac{0.043\times0.764+0.010\times0.283}{0.764^2+0.283^2}=\frac{0.0357}{0.664}=0.054 .$$

The predicted value is $\omega=0.28\,e^{0.054}=0.296$ bohr$^{-1}$. A cubic curve through all four rows predicts 0.302. Recalculation there leaves $J=0.005$ eV, and one more round gives

$$\omega=0.305\ \text{bohr}^{-1}=0.577\ \text{Å}^{-1},\qquad J=0.001\ \text{eV}.$$

In this basis the two residuals happen to vanish at nearly the same $\omega$. Nothing in the method guarantees that, and the coincidence is not converged. With a triple-zeta basis plus diffuse functions and a finer grid, at the same $\omega$, $r_A$ stays at 0.000 eV but $r_D$ becomes −0.054 eV; $I_D$ moves from 5.259 to 5.247 eV, $A_A$ from 0.344 to 0.361 eV and $-\varepsilon_L(A)$ from 0.399 to 0.420 eV. The third decimals quoted below belong to the small basis.

## The functional behind the numbers

Divide the electron repulsion into two parts,

$$\frac{e^2}{r}=\frac{e^2\,\mathrm{erf}(\omega r)}{r}+\frac{e^2\,\mathrm{erfc}(\omega r)}{r}.$$

The first part is smooth at short distance and carries the whole Coulomb tail. It enters through Fock exchange, built from the one-electron density matrix. The second part is treated by a semilocal exchange functional, which uses the density and its gradient. The Hartree energy keeps the full $e^2/r$, and LYP correlation is added.

The short-range part can be stated precisely for a uniform, unpolarized gas of density $n$ with $k_F^3=3\pi^2n$. Filling all plane waves up to $k_F$ with both spins gives

$$\gamma(u)=\frac{2}{(2\pi)^3}\int_{k<k_F}e^{i\mathbf k\cdot\mathbf u}\,d^3k=\frac{k_F^3}{\pi^2}\frac{j_1(k_Fu)}{k_Fu}=3n\,\frac{j_1(k_Fu)}{k_Fu},$$

where $j_1$ is a spherical Bessel function. Each spin has density matrix $\gamma/2$ and exchange energy $-\tfrac12\iint(\gamma/2)^2\times$(interaction). The two spins together give the factor $-\tfrac14$. Dividing by the number of electrons and using $d^3u=4\pi u^2du$,

$$e_x^{SR}=-\pi n e^2\int_0^\infty u\left[\frac{3j_1(k_Fu)}{k_Fu}\right]^2\mathrm{erfc}(\omega u)\,du .$$

At $n=0.03$ bohr$^{-3}$ and the tuned $\omega$, quadrature gives −0.102002 hartree per electron, and the functional used in the calculation gives the same digits.

As $\omega\to0$ the exchange becomes fully semilocal. As $\omega\to\infty$ it becomes full Fock exchange. Leave correlation aside in the second limit. With all orbitals frozen, the energy is then linear in one occupation $f$, because the quadratic Hartree self-term $+\tfrac12f^2U$ is cancelled by the exchange self-term $-\tfrac12f^2U$, where $U$ is the self-repulsion of that orbital's density. Minimizing over the orbitals selects the lowest of many straight lines at each $f$, and a minimum of straight lines is concave. So the curvature cannot be positive in that limit. At the small-$\omega$ end of the table the residuals are positive, at $\omega=0.60$ negative, and the tuned value lies between.

## Why orbital energies measure curvature

The parabolas used the slope property of orbital energies. To prove it, treat the energy as a functional of the density matrix $\gamma=\sum_if_i|\phi_i\rangle\langle\phi_i|$, where $i$ includes spin. Its derivative is the one-electron operator $F=\delta E/\delta\gamma$, and self-consistency means $F|\phi_i\rangle=\varepsilon_i|\phi_i\rangle$. Change one occupation $f_k$ and let all orbitals respond:

$$dE=\mathrm{Tr}(F\,d\gamma)=\varepsilon_k\,df_k+\sum_if_i\big(\langle\phi_i|F|d\phi_i\rangle+\langle d\phi_i|F|\phi_i\rangle\big).$$

The bracket equals $\varepsilon_i\,d\langle\phi_i|\phi_i\rangle$, which is zero because the orbitals stay normalized. Therefore

$$\frac{\partial E}{\partial f_k}=\varepsilon_k .$$

This is Janak's relation, here for an energy that depends on the density matrix.

For the donor, $dE/dx=-\varepsilon_H(x)$, so

$$I_D=-\int_0^1\varepsilon_H(x)\,dx .$$

Subtracting this average from the initial slope gives

$$r_D=\int_0^1[\varepsilon_H(0)-\varepsilon_H(x)]\,dx=\int_0^1\!dx\int_0^x\!E''(y)\,dy=\int_0^1(1-y)E''(y)\,dy .$$

The last step exchanges the order of integration: each $y$ is counted for all $x$ between $y$ and 1. The donor condition thus sets a weighted average of the curvature to zero. It does not make the curve straight point by point.

The integral for $I_D$ was tested where it matters, at $\omega=0.05$ bohr$^{-1}$. There $-\varepsilon_H$ is 3.747 eV, while total energies give $I_D=5.185$ eV. Integrating the orbital energy over fractional occupations with three quadrature points gives 5.193 eV.

For the acceptor, $\varepsilon(f)$ runs from $\varepsilon_L(A)$ at $f=0$ to $\varepsilon_H(A^-)$ at $f=1$, and $A_A=-\int_0^1\varepsilon(f)\,df$. The same exchange of integrations yields

$$r_A=\int_0^1 g\,E''(g)\,dg,\qquad s_A\equiv\varepsilon_L(A)+A_A=-\int_0^1(1-g)E''(g)\,dg .$$

The excitation will need $s_A$, but the tuning condition controls $r_A$. For constant curvature $s_A=-r_A$, as in the hand example, and removing one removes the other. This is the reason for tuning the anion: its highest occupied level has an ionization energy to match, and the neutral's empty level then follows approximately.

How good is that approximation here? At the tuned $\omega$, $A_A$ and $-\varepsilon_H(A^-)$ are both 0.344 eV, while $-\varepsilon_L(A)$ is 0.399 eV. So $r_A$ vanishes within about 0.001 eV, yet $s_A=0.344-0.399=-0.055$ eV. When $r_A$ vanishes but $s_A$ does not, $E''$ must take both signs between the neutral and the anion: its positive and negative parts cancel under the weight $g$, but not under the weight $1-g$. These two numbers alone do not fix the shape of the curve. A small error therefore survives even when both tuning conditions are met.

## The excited state and its Coulomb term

Now put both fragments in one calculation. Let $i$ be the donor's highest occupied orbital and $a$ the acceptor's lowest unoccupied one, both real. In time-dependent theory the density matrix of each spin obeys

$$i\hbar\,\dot\gamma=[F[\gamma],\gamma].$$

Mix a small amount of $a$ into $i$: $\delta\gamma=c(t)|a\rangle\langle i|+c^*(t)|i\rangle\langle a|$. To first order, $i\hbar\,\delta\dot\gamma=[F_0,\delta\gamma]+[\delta F,\gamma_0]$. Take the element $\langle a|\cdots|i\rangle$, using $\gamma_0|i\rangle=|i\rangle$ and $\gamma_0|a\rangle=0$:

$$i\hbar\,\dot c=(\varepsilon_a-\varepsilon_i)c+\langle a|\delta F|i\rangle .$$

The change $\delta F$ has three parts. I use the adiabatic approximation, in which the semilocal potential follows the instantaneous density.

- The Hartree part responds to $\delta n\propto\phi_a\phi_i$, which vanishes when the orbitals do not overlap.
- The semilocal part responds to the same product and its gradient, and is integrated against $\phi_a\phi_i$ again. It vanishes too.
- The long-range exchange operator has the kernel $-e^2\,\mathrm{erf}(\omega|\mathbf r-\mathbf r'|)\,\gamma(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|$. The term $c\,\phi_a(\mathbf r)\phi_i(\mathbf r')$ in $\delta\gamma$ contributes

$$\langle a|\delta F|i\rangle=-c\,e^2\iint\phi_a(\mathbf r)^2\,\frac{\mathrm{erf}(\omega|\mathbf r-\mathbf r'|)}{|\mathbf r-\mathbf r'|}\,\phi_i(\mathbf r')^2\,d^3r\,d^3r' .$$

This survives without overlap, because each orbital density sits on its own fragment. For $R$ large compared with the fragments and with $1/\omega$, it tends to $-c\,e^2/R$. The $c^*$ term gives products $\phi_a\phi_i$ at both points and vanishes. The Tamm-Dancoff approximation, which drops that term, therefore costs nothing for this state in this limit. Coupling to other orbitals on the same fragments contains integrals such as $\int\phi_a\phi_{a'}=0$ at order $1/R$, so it enters only at higher order.

Each fragment is neutral in the ground state, so its potential at the partner falls at least as fast as $1/R^2$, and to order $1/R$ we may set $\varepsilon_a=\varepsilon_L(A)$ and $\varepsilon_i=\varepsilon_H(D)$. With $c\propto e^{-iE_{CT}t/\hbar}$,

$$E_{CT}=\varepsilon_L(A)-\varepsilon_H(D)-\frac{e^2}{R}.$$

Inserting $\varepsilon_L(A)=-A_A+s_A$ and $\varepsilon_H(D)=-I_D+r_D$ gives the central result:

$$E_{CT}=I_D-A_A-\frac{e^2}{R}-r_D+s_A .$$

Full long-range exchange makes the coefficient of $-e^2/R$ equal to one for any fixed $\omega>0$ once $\omega R\gg1$. Tuning minimizes $r_D^2+r_A^2$, so in general it removes $r_D$ only when both residuals vanish together, as they nearly do here, and it acts on $s_A$ only through $r_A$. A purely semilocal functional has no surviving kernel term, so its coefficient of $-e^2/R$ is zero.

## The algorithm in general

1. Fix the geometries, basis and functional. The long-range Fock fraction must be one.
2. Choose a few values of $\omega$ that span the expected minimum.
3. At each, converge D, D$^+$, A and A$^-$. Compute $I_D$ and $A_A$ as total-energy differences, and form $r_D$ and $r_A$ with their signs.
4. Interpolate $r_D$ and $r_A$ separately in $\ln\omega$, and minimize $J^2$ of the interpolants. The signed residuals cross zero smoothly, whereas $J$ has a sharp corner if both vanish together.
5. Recompute all four species at the predicted $\omega$, add the point, and repeat until $\omega$ is stable. If the minimum sits at an end of the interval, widen the interval.
6. Use this one $\omega$ for the excited states of the combined system.

For the fundamental gap of a single molecule, the same procedure applies with that molecule as both D and A, so its cation, neutral and anion are needed.

## The pair at finite distance

Place the two molecular axes parallel to each other and perpendicular to the line joining the fragments. The potential of the NaH dipole then vanishes to leading order at the donor. In the response calculation the hole is kept in the donor's highest occupied orbital, and the electron may occupy the acceptor and donor virtual orbitals up to an energy cutoff.

At 20 Å, $\omega R=0.577\times20=11.5$, so the error function has saturated, and $e^2/R=0.720$ eV. With $I_D=5.259$ eV the formulas give

$$I_D-A_A-\frac{e^2}{R}=5.259-0.344-0.720=4.195\ \text{eV},$$

$$\varepsilon_L(A)-\varepsilon_H(D)-\frac{e^2}{R}=-0.399+5.259-0.720=4.140\ \text{eV}.$$

Their difference is the $s_A$ found above. The response calculation gives 4.145 eV, in agreement with the orbital formula.

The distance dependence separates the functionals:

| | 20 Å (eV) | 40 Å (eV) |
|---|---|---|
| tuned LC-BLYP | 4.145 | 4.501 |
| BLYP | 1.190 | 1.188 |

Between these distances $-e^2/R$ rises by 0.360 eV. The tuned result rises by 0.357 eV, while BLYP stays flat within 0.002 eV.

An independent reference comes from full configuration interaction of the valence electrons, in the same basis, over Hartree-Fock cores. It omits core correlation and polarization between the fragments, and it carries the error of the small basis, so it is a benchmark only within those limits. It gives $I_D=5.041$ eV and $A_A=0.292$ eV, hence

$$E_{CT}^{ref}(20\ \text{Å})=5.041-0.292-0.720=4.029\ \text{eV}.$$

Relative to this, tuned LC-BLYP is high by 0.12 eV and BLYP is low by 2.84 eV. In this basis the functional's own $I_D-A_A$ exceeds the reference by $4.915-4.749=0.166$ eV, and $s_A$ takes back 0.055 eV. Most of this excess is the basis error of the reference. In a triple-zeta basis with diffuse functions, valence full configuration interaction gives $I_D=5.195$ eV and $A_A=0.328$ eV, which raises the reference by 0.12 eV to 4.147 eV. In that basis and at the same $\omega$, the functional's $I_D-A_A$ is 4.887 eV, 0.02 eV above the reference value 4.867 eV, and the orbital formula gives 4.161 eV. The tuned error is therefore known only to about 0.1 eV from the small basis, while the BLYP error of nearly 3 eV is far larger than this uncertainty. Tuning makes orbital energies consistent with the functional's energy differences, but it places no condition on the accuracy of those differences.

## Where the result stops holding

The derivation needs negligible overlap. At short range the Hartree and semilocal kernel terms return, and the state may mix with local excitations. Polarization and higher multipoles add further distance-dependent terms.

The anion must be bound. If it is not, a finite basis still produces an orbital energy, but that energy describes an electron confined by the basis, and the second condition loses its meaning.

Finally, $\omega$ belongs to the system for which it was tuned. Fragments tuned separately generally have different values, so their total energies cannot be added and compared with that of a jointly tuned pair. A potential-energy curve with $\omega$ retuned at every point likewise compares energies from different functionals. For vertical excitations, fix one $\omega$ for the pair and use it throughout, as was done here; the numerical check follows the same rule.

## Calculated quantities

```
Donor Li2, bond 2.70 angstrom; acceptor NaH, bond 1.90 angstrom
Basis functions: donor 26, acceptor 25
Tuning table: w (1/bohr), res_D (eV), res_A (eV), J (eV)
  0.0500  +1.438  +0.726  1.611
  0.1300  +0.629  +0.227  0.669
  0.2800  +0.043  +0.010  0.044
  0.3020  +0.005  +0.001  0.005
  0.3052  -0.000  -0.001  0.001
  0.6000  -0.177  -0.026  0.179
Tuned w = 0.3052 1/bohr = 0.5768 1/angstrom
Uniform gas, density 0.03 bohr^-3, tuned w:
  short-range exchange per electron, hole: -0.102002 hartree
  same from the functional library: -0.102002 hartree
Janak test, donor, w = 0.05 1/bohr:
  -eps_HOMO = 3.747 eV
  I_D from total energies = 5.185 eV
  I_D from integrated -eps_HOMO = 5.193 eV
At the tuned w:
  donor -eps_HOMO = 5.259 eV
  donor I_D = 5.259 eV
  anion -eps_HOMO = 0.344 eV
  acceptor A_A = 0.344 eV
  neutral acceptor -eps_LUMO = 0.399 eV
  mean of the last orbital pair = 0.371 eV
Valence full CI: I_D = 5.041 eV, A_A = 0.292 eV
Gap eps_LUMO(A) - eps_HOMO(D), and I_D - A_A of the reference:
  w = 0.05 1/bohr: 2.644 eV
  tuned w: 4.861 eV
  valence full CI: 4.749 eV
e^2/R at 20 angstrom = 0.720 eV
e^2/R at 40 angstrom = 0.360 eV
Charge-transfer excitation energy:
  tuned LC-BLYP, 20 angstrom: 4.145 eV
  tuned LC-BLYP, 40 angstrom: 4.501 eV
  BLYP, 20 angstrom: 1.190 eV
  BLYP, 40 angstrom: 1.188 eV
  electron share on acceptor: 0.9995, 1.0000
Rise from 20 to 40 angstrom:
  expected from e^2/R: 0.360 eV
  tuned LC-BLYP: 0.357 eV, BLYP: -0.002 eV
Predictions at 20 angstrom:
  fragment orbital energies - e^2/R: 4.141 eV
  LC-BLYP I_D - A_A - e^2/R: 4.196 eV
  valence full CI I_D - A_A - e^2/R: 4.029 eV
Deviation from reference: tuned +0.116 eV, BLYP -2.839 eV
```
